# Yeh-Berkowitz Dipole Correction for Ewald Sums of Neutral Ionic Slabs

A slab of twelve point charges, 3 nm thick, has an electrostatic energy of −0.16514 eV per cell when it repeats in two directions. An ordinary three-dimensional Ewald sum, with a 6 nm empty gap between the slab and its next copy, misses this value by 0.0116 eV, or 7 % of its size. Without further help the box must be 104 nm tall to bring the error down to 1 meV. Yet one added term, computed from a single sum over the charges, cuts the error at the 6 nm gap to $1.7\times10^{-10}$ eV. What error decays so slowly, and why can one term remove nearly all of it?

## The energy that is wanted

Charges $q_i$, in units of $e$ and with $\sum_i q_i=0$, sit at $\mathbf r_i=(\boldsymbol\rho_i,z_i)$ in a slab of thickness $h$. They repeat with period $L$ along $x$ and $y$, and $A=L^2$. One relative permittivity $\varepsilon_r$ fills all space, including the gap, so "empty" means free of ions. With $K=e^2/(4\pi\varepsilon_0\varepsilon_r)$ and $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, the energy per cell is

$$E_{2D}=\frac K2\sum_{\mathbf n}\Big[\sum_{ij}{}^{'}\frac{q_iq_j}{|\mathbf r_{ij}+\mathbf n|}\Big],$$

where $\mathbf n$ runs over the planar lattice and the prime omits $i=j$ at $\mathbf n=0$. The bracket keeps whole neutral cells together. For distant cells, expand in $\mathbf r_{ij}$:

$$\frac1{|\mathbf n+\mathbf r|}=\frac1n-\frac{\mathbf n\cdot\mathbf r}{n^3}+\frac{3(\mathbf n\cdot\mathbf r)^2-n^2r^2}{2n^5}+\dots$$

Neutrality removes the first two terms. In the third, the products $r_{ij,a}r_{ij,b}$ contain squares of single positions, which also vanish, and cross terms, which leave

$$\sum_{ij}q_iq_j\,r_{ij,a}r_{ij,b}=-2M_aM_b,\qquad \mathbf M=\sum_iq_i\mathbf r_i .$$

The cell-cell energy is therefore $\frac K2[\,|\mathbf M|^2/n^3-3(\mathbf n\cdot\mathbf M)^2/n^5]$. It falls as $n^{-3}$, so the planar sum converges absolutely.

It still converges slowly. Over a square array, $(\mathbf n\cdot\mathbf M)^2$ averages to $n^2M_\parallel^2/2$, where $M_\parallel$ is the in-plane dipole. The leading energy per distant cell is then $\frac K2(M_z^2-\frac12M_\parallel^2)/n^3$. Outside a square of half-width $s$ cells,

$$\frac1{L^2}\int\frac{d^2R}{R^3}=\frac8{L^2}\int_0^{\pi/4}\!d\theta\int_{sL/\cos\theta}^\infty\frac{dR}{R^2}=\frac{4\sqrt2}{L^3s},$$

so the missing energy is $2\sqrt2K(M_z^2-\frac12M_\parallel^2)/(L^3s)$ to leading order.

Odd terms of the expansion cancel between $\mathbf n$ and $-\mathbf n$. Replacing the sum by an integral brings corrections with two more derivatives each time. The error is thus a series in $s^{-1},s^{-3},s^{-5},\dots$. Sums over squares with $s=20.5,30.5,40.5,50.5,60.5$ determine the limit and the first four coefficients. A truncated sum lacks the missing energy, so its $1/s$ coefficient is minus that of the formula above. The fitted and predicted coefficients agree at $-0.0192213$ eV. The largest raw sum, over $121\times121$ cells, is still off by $3.2\times10^{-4}$ eV, which is why the extrapolated value serves as the reference.

## The naive scheme

The usual remedy for slow Coulomb sums is to repeat the slab along $z$ too, in a box of height $L_z>h$ and volume $V=AL_z$, and split

$$\frac1r=\frac{\mathrm{erfc}(\alpha r)}r+\frac{\mathrm{erf}(\alpha r)}r .$$

The first part is short-ranged and is summed directly. The second is the potential of a unit Gaussian charge whose transform is $e^{-k^2/4\alpha^2}$. Poisson's equation multiplies this by $4\pi/k^2$, and the periodic sum becomes $V^{-1}\sum_{\mathbf k}$. With $S(\mathbf k)=\sum_iq_ie^{i\mathbf k\cdot\mathbf r_i}$,

$$\frac{E_{3D}}K=\frac12\sum_{\mathbf m}\sum_{ij}{}^{'}q_iq_j\frac{\mathrm{erfc}(\alpha|\mathbf r_{ij}+\mathbf m|)}{|\mathbf r_{ij}+\mathbf m|}+\frac{2\pi}V\sum_{\mathbf k\ne0}\frac{e^{-k^2/4\alpha^2}}{k^2}|S|^2-\frac\alpha{\sqrt\pi}\sum_iq_i^2 ,$$

where $\mathbf m$ runs over the three-dimensional lattice. The last term removes each Gaussian's interaction with its own charge, because $\mathrm{erf}(\alpha r)/r\to2\alpha/\sqrt\pi$ as $r\to0$ and the energy carries a factor ½.

The omitted $\mathbf k=0$ term hides a choice. For small $\mathbf k$, neutrality gives $S\simeq i\mathbf k\cdot\mathbf M$, so the summand tends to $(2\pi/V)(\mathbf k\cdot\mathbf M)^2/k^2$, which depends on the direction of approach. Omitting it is the tin-foil condition: the mean electric field is zero. Approached along $z$, the limit would be $2\pi M_z^2/V$. The next section shows that this is the amount a slab needs.

## What the stacking changes

Write the potential of one unit charge and its planar copies as $\sum_{\mathbf G}f_G(z)e^{i\mathbf G\cdot\boldsymbol\rho}$, with $\mathbf G$ the planar reciprocal vectors. Leaving out the factor $K$, Poisson's equation gives

$$-f_G''+G^2f_G=\frac{4\pi}A\delta(z).$$

The slope must jump by $-4\pi/A$ at $z=0$. Hence

$$f_G=\frac{2\pi}{AG}e^{-G|z|}\quad(G\ne0),\qquad f_0=-\frac{2\pi}A|z| .$$

Symmetry under $z\to-z$ excludes a linear term in $f_0$, and an added constant cancels in a neutral system.

In the stacked system the $G=0$ mode must be periodic. Without the $\mathbf k=0$ term it has zero mean, and its source has a uniform compensating background:

$$-\tilde f_0''=\frac{4\pi}A\Big[\delta(z)-\frac1{L_z}\Big],\quad |z|<L_z .$$

Away from the charge the curvature is $4\pi/(AL_z)$, so $\tilde f_0=c-2\pi|z|/A+2\pi z^2/(AL_z)$. The slope vanishes at $z=L_z/2$, as periodicity and symmetry require. The mean over $0<z<L_z$ is $c-\pi L_z/A+2\pi L_z/(3A)$, which is zero for $c=\pi L_z/(3A)$. Thus

$$\tilde f_0-f_0=\frac{2\pi}A\Big(\frac{L_z}6+\frac{z^2}{L_z}\Big).$$

This difference is smooth at $z=0$. It applies to all pairs, including $i=j$, because a charge also interacts with its own vertical copies. The constant drops out by neutrality, and the dipole identity above gives

$$\frac K2\,\frac{2\pi}{AL_z}\sum_{ij}q_iq_jz_{ij}^2=\frac{\pi K}V(-2M_z^2)=-\frac{2\pi KM_z^2}V .$$

The naive energy is too low by this amount in the $G=0$ mode. The Yeh-Berkowitz scheme puts it back:

$$E_{YB}=E_{3D}+\frac{2\pi KM_z^2}V ,$$

where the added term is $e^2M_z^2/(2\varepsilon_0\varepsilon_rV)$ in SI form.

Two uniformly charged sheets make the result visible. Let them carry $\pm Q$ per cell at separation $h$. In isolation the field between them has magnitude $4\pi KQ/A$, the field outside is zero, and the energy is $2\pi KQ^2h/A$. In the stack, zero mean field reduces the inner field by the factor $1-h/L_z$ and creates an opposite outer field of magnitude $4\pi KQh/(AL_z)$. The field energy becomes

$$\frac{2\pi KQ^2}A\Big[h\Big(1-\frac h{L_z}\Big)^2+(L_z-h)\frac{h^2}{L_z^2}\Big]=\frac{2\pi KQ^2h}A\Big(1-\frac h{L_z}\Big).$$

The deficit is $2\pi KQ^2h^2/V$. Since $M_z=Qh$, the correction restores it in full for these structureless sheets. In the opposite special case, a slab with $M_z=0$, the correction vanishes and the naive sum has no $1/L_z$ error.

## What the correction leaves behind

Discrete charges also have modes with $G\ne0$, and stacking adds their vertical copies. For $|z|<L_z$ the two geometric series above and below give

$$\sum_{m\ne0}e^{-G|z+mL_z|}=(e^{Gz}+e^{-Gz})\sum_{m=1}^\infty e^{-mGL_z}=\frac{2\cosh Gz}{e^{GL_z}-1}.$$

Multiply by $2\pi/(AG)$, by $e^{i\mathbf G\cdot\boldsymbol\rho_{ij}}$ and by $\frac K2q_iq_j$, then sum. Define $S_\pm(\mathbf G)=\sum_iq_ie^{i\mathbf G\cdot\boldsymbol\rho_i\pm Gz_i}$. The product $S_+S_-^*$ contains $e^{Gz_{ij}}$ and its conjugate contains $e^{-Gz_{ij}}$, so the hyperbolic cosine gives the real part:

$$R=\frac{2\pi K}A\sum_{\mathbf G\ne0}\frac{\mathrm{Re}[S_+S_-^*]}{G(e^{GL_z}-1)},\qquad E_{2D}=E_{YB}-R .$$

The correction is therefore approximate, with a known remainder. The product $S_+S_-^*$ can grow no faster with $G$ than $e^{Gh}$, up to a factor set by the charges. Each term thus carries at most $e^{-G(L_z-h)}/(1-e^{-GL_z})$, where the denominator is close to 1 once $GL_z\gg1$. The smallest $G$ is $2\pi/L$, so for large gaps

$$R\propto e^{-2\pi(L_z-h)/L},$$

provided the amplitude at the smallest $G$ does not vanish. The gap must be judged against the lateral period, not the slab thickness: at fixed exponent, doubling $L$ doubles the gap. When the gap is small compared with $L$, $R$ can exceed the dipole term itself: with the lateral coordinates of the example below stretched to $L=30$ nm, a 6 nm gap leaves $R=2.7$ meV against a dipole term of 0.05 meV.

## Forces, and the field that causes the trouble

Far above an isolated slab, $f_0$ gives the potential $-(2\pi K/A)\sum_jq_j(z-z_j)=+2\pi KM_z/A$. Far below it is the negative of this. The step across the slab is $4\pi KM_z/A$. A periodic potential cannot keep such a step, so the stack adds a potential falling by the same amount over $L_z$. This is a uniform spurious field $+4\pi KM_z/V$. Differentiating the added energy gives the force that cancels it:

$$F^{YB}_{z,i}=-\frac{\partial}{\partial z_i}\frac{2\pi KM_z^2}V=-\frac{4\pi Kq_iM_z}V .$$

The Ewald forces follow from the same differentiation. With $\mathbf d=\mathbf r_{ij}+\mathbf m$, the short-range part is

$$K\sum_{j,\mathbf m}{}^{'}q_iq_j\Big[\frac{\mathrm{erfc}(\alpha d)}d+\frac{2\alpha}{\sqrt\pi}e^{-\alpha^2d^2}\Big]\frac{\mathbf d}{d^2}.$$

For the long-range part, $\nabla_i|S|^2=2\,\mathrm{Re}[S^*i\mathbf kq_ie^{i\mathbf k\cdot\mathbf r_i}]=-2q_i\mathbf k\,\mathrm{Im}[S^*e^{i\mathbf k\cdot\mathbf r_i}]$, so the force is

$$\frac{4\pi K}Vq_i\sum_{\mathbf k\ne0}\mathbf k\frac{e^{-k^2/4\alpha^2}}{k^2}\mathrm{Im}[S^*e^{i\mathbf k\cdot\mathbf r_i}] .$$

## The algorithm

1. Check that the charges sum to zero. Otherwise the constant $L_z/6$ and the second moment of the charge no longer cancel, and the formula above fails.
2. Place the slab unbroken along $z$ and compute $M_z=\sum_iq_iz_i$.
3. Choose $L_z>h$ and compute the tin-foil Ewald energy and forces.
4. Add $2\pi KM_z^2/V$ to the energy and $-4\pi Kq_iM_z/V$ to each $z$-force.
5. Evaluate $R$, which gives the error directly. A weaker check is to enlarge the gap in steps of about $L/2$ or more until the energy changes by less than the tolerance. Short steps mislead. Where $R$ decays exponentially, a step $\delta$ reveals only the fraction $1-e^{-2\pi\delta/L}$ of it, and at small gaps $R$ need not be monotonic. In the example below, widening the gap from 0.3 to 0.4 nm changes the energy by 0.2 meV while the error is 2.9 meV. Even a step of $L/2$ is no guarantee, because $R$ can change sign or pass through an extremum: from 0.15 to 1.15 nm the energy of the example changes by less than the error still present at 1.15 nm. The origin of $z$ does not affect $S_+S_-^*$, but the product grows as $e^{Gh}$ and can overflow for a thick slab. With $z$ measured from the lower face, use $e^{G(z_i-h)}$ in $S_+$ and replace $1/(e^{GL_z}-1)$ by $e^{-G(L_z-h)}/(1-e^{-GL_z})$.

Step 2 matters because $E_{3D}$ cannot detect a broken slab. Moving a charge by $L_z$ leaves the periodic system unchanged but alters $M_z$.

## Reading the numbers

The example has $L=2$ nm, $h=3$ nm and $\varepsilon_r=78.4$, giving $K=0.018367$ eV nm. Two charges of $-e$ lie on the lower face and two of $+e$ on the upper, with four cations and four anions between them. All coordinates stand in the numerical output. The faces contribute $2\times3=6$ e nm to the dipole, the cations $0.4+0.5+1.1+2.2=4.2$, and the anions $-(2.6+2.5+2.0+1.2)=-8.3$. Hence $M_z=1.9$ e nm, and

$$\frac{2\pi KM_z^2}A=\frac{2\pi(0.018367)(1.9)^2}{4}=0.1042\ \text{eV nm}.$$

Dividing by $L_z=9$ nm gives a correction of 0.01157 eV. Dividing by 1 meV gives the 104 nm box of the opening. An Ewald sum at that height, without correction, was indeed low by 1.000 meV.

With the slab held fixed, the errors relative to the direct planar energy are:

| Gap (nm) | Uncorrected (eV) | Corrected (eV) |
|---|---|---|
| 0.5 | $-3.24\times10^{-2}$ | $-2.6\times10^{-3}$ |
| 1 | $-2.69\times10^{-2}$ | $-8.5\times10^{-4}$ |
| 2 | $-2.09\times10^{-2}$ | $-4.5\times10^{-5}$ |
| 4 | $-1.49\times10^{-2}$ | $-9.0\times10^{-8}$ |
| 6 | $-1.16\times10^{-2}$ | $-1.7\times10^{-10}$ |

For this configuration a 1 nm gap, a box only 4 nm tall, already brings the corrected error below 1 meV. At all seven gaps computed, the corrected error equals $R$ to within $10^{-10}$ eV. Since the remainder at 6 nm is itself of that order, the stronger evidence comes from the smaller gaps, where $R$ is far larger than this tolerance.

The decay law predicts a factor $e^{\pi}=23.14$ per nanometre. Successive energy differences between gaps of 4, 5 and 6 nm give 23.06. Modes with larger $G$ still contribute slightly at these gaps and decay faster, so a small departure is expected. A factor below 23.14 means that their net contribution here has the opposite sign to the leading one.

The Ewald splitting is not the source of these trends: in a 5 nm box, changing $\alpha$ from 2.5 to 3.0 nm⁻¹ altered the energy by less than $10^{-11}$ eV.

At the 6 nm gap the spurious field is 0.122 MV/cm, or 0.0122 V/nm. The largest error in an uncorrected $z$-force is accordingly 0.0122 eV/nm. After correction, the largest difference from numerical derivatives of the direct planar energy is $5.4\times10^{-10}$ eV/nm.

Wrapping charge 12 from $z=3$ to $z=-6$ nm shows the cost of a broken slab. The dipole changes from 1.9 to $-7.1$ e nm, and the corrected energy is wrong by

$$\frac{2\pi K}V(7.1^2-1.9^2)=0.150\ \text{eV},$$

thirteen times the error that the correction was meant to remove.

## Where the ionic model stops

The parameters roughly represent an aqueous 1:1 electrolyte of 0.55 mol/L, averaged over the slab, between two electrodes 3 nm apart, which carry opposite charges of 8 µC/cm². One departure at a real electrode is the change of dielectric response at its surface. An ion at distance $d$ from a flat, grounded metal feels the force $K/(2d)^2$ from its image. Integrating from $d$ to infinity gives an attraction of $K/(4d)$. For the nearest ions here, $d=0.4$ nm, this is 0.0115 eV, or 0.45 $kT$ at 298 K. It is an estimate for one ion and one plane, not the total for the cell, but it is about as large as the dipole correction at the 6 nm gap chosen here.

Water also responds less strongly in high fields. As a rough estimate, treat its molecules as independent dipoles $p$, with $p$ fitted to the low-field permittivity, which requires an effective 4.75 D, well above the dipole of a water molecule. The ratio of orientational polarization to field is then multiplied by $3(\coth x-1/x)/x$, which tends to 1 at low field, where $x=pF/kT$ and $F$ is the field. In this model the loss is 1.3 % at the unscreened electrode field of 1.15 MV/cm, and 16 % at the 4.6 MV/cm found 0.2 nm from an ion. These are low estimates. Booth's formula allows for local fields and correlated neighbours. It uses the same function with $x=\sqrt{73}\,\mu(n^2+2)F/(6kT)$, where $\mu$ is the molecular dipole and $n$ the refractive index, and for $\mu=1.85$ D and $n^2=1.77$ it gives 5 % and 41 % at these two fields. These inputs yield a low-field permittivity near 66; raising $\mu$ to about 2.0 D to match 78.4 moves the losses to 6 % and 44 %. All these figures refer to the ratio of polarization to field. The differential response falls faster, by 4 % and 41 % for independent dipoles and by 18 % and 82 % in Booth's form with $\mu\approx2.0$ D. Both fields also assume the unsaturated permittivity. At fixed charge, saturation raises them further. At the electrode the rise is about 1 % for independent dipoles and 7 to 8 % in Booth's form with $\mu\approx2.0$ D. Near the ion the field goes from 4.6 to about 6 MV/cm for independent dipoles, but about thirteenfold, to near 59 MV/cm, in that Booth form, so the estimate there depends strongly on the model. Finally, if the permittivity falls by a rough 0.46 % per kelvin, a solution 25 K warmer shifts the energy by 0.020 eV in magnitude with the ions held in place.

These effects dwarf the last digits in the table. Those digits test the boundary correction within the uniform-permittivity model; they do not measure how well that model describes an electrode. The energy also belongs to one chosen arrangement of ions. A double-layer free energy would require short-range repulsion and an average over thermal configurations, with the correction applied to the energy and forces of each one.

## Numbers as computed

```
lateral period 2.0 nm, slab thickness 3.0 nm
relative permittivity 78.4, K = 0.018367 eV nm
temperature 298.15 K, kT = 0.02569 eV
charge 1: -1 e at 0.5 0.5 0.0 nm
charge 2: -1 e at 1.2 1.2 0.0 nm
charge 3: +1 e at 0.6 0.7 0.4 nm
charge 4: +1 e at 1.6 1.3 0.5 nm
charge 5: +1 e at 0.3 1.4 1.1 nm
charge 6: +1 e at 1.2 0.4 2.2 nm
charge 7: -1 e at 0.4 1.6 2.6 nm
charge 8: -1 e at 1.7 0.6 2.5 nm
charge 9: -1 e at 0.9 1.1 2.0 nm
charge 10: -1 e at 1.3 0.2 1.2 nm
charge 11: +1 e at 0.5 1.5 3.0 nm
charge 12: +1 e at 1.1 0.8 3.0 nm
salt concentration 0.554 mol/L
electrode charge density 8.01 uC/cm2
closest pair 0.424 nm
dipole x, y, z: -0.70 0.90 1.90 e nm
mean potential change across slab, size 0.1096 V
direct planar energy -0.165138910 eV = -6.4275 kT
raw sum, 121 x 121 cells, error -3.176e-04 eV
1/s coefficient: fitted -0.0192213 eV
1/s coefficient: dipole formula -0.0192213 eV
errors against direct sum, and predicted remainder R, in eV
gap 0.5 nm: plain -3.239631e-02, corrected -2.639e-03, R -2.639e-03
gap 1.0 nm: plain -2.688623e-02, corrected -8.485e-04, R -8.485e-04
gap 2.0 nm: plain -2.087533e-02, corrected -4.516e-05, R -4.516e-05
gap 3.0 nm: plain -1.736052e-02, corrected -2.047e-06, R -2.047e-06
gap 4.0 nm: plain -1.487878e-02, corrected -8.958e-08, R -8.958e-08
gap 5.0 nm: plain -1.301886e-02, corrected -3.884e-09, R -3.884e-09
gap 6.0 nm: plain -1.157232e-02, corrected -1.680e-10, R -1.680e-10
error ratio per 1 nm of gap: 23.060 (no unit)
predicted ratio exp(2 pi (1 nm)/L): 23.141
change with Ewald splitting 2.5 to 3.0 /nm: 1.7e-16 eV
box height for 1 meV without correction 104.15 nm
error found at that height -1.000000e-03 eV
dipole correction at gap 6 nm 0.011572 eV
spurious field at gap 6 nm 0.1218 MV/cm
largest z-force error, plain 1.218e-02 eV/nm
largest z-force error, corrected 5.4e-10 eV/nm
energy fault if charge 12 is wrapped 0.1500 eV
neglected image energy at 0.4 nm: 0.0115 eV = 0.45 kT
electrode field 1.15 MV/cm, saturation loss 1.3 %
field 0.2 nm from ion 4.59 MV/cm, saturation loss 16 %
energy shift for bath 25 K warmer 0.0201 eV
```
